# Mean-Field Second-Layer Nucleation on a Round Island with an Edge Barrier

Atoms land on a flat crystal and form islands one atom high. Some atoms land on top of an island, wander there, and drop over its edge. If enough of them gather before they leave, a new layer starts on the island before the layer below is complete, and the surface roughens. An extra energy barrier at the edge holds the adatoms back and favours this. How does the nucleation rate on top depend on the island's radius and on the edge barrier?

## The model and the result

The island is a disk of radius $R$. Atoms arrive at $F$ per unit area and time and diffuse with diffusivity $D$. The adatom density is $n(r)$. Adatoms cross the edge outward at a rate $k\,n(R)$ per unit length, and none climb back. The Ehrlich-Schwoebel length is defined by

$$s=\frac{D}{k}.$$

An easy edge has $s\to0$; a nearly closed one has $s\gg R$.

The critical size $i$ is the number of atoms in the largest cluster that still tends to fall apart. One more atom makes it stable, so for $i=1$ a pair is already stable. The gas is dilute and nothing evaporates. Nucleation consumes few adatoms, and $R$ changes slowly enough for $n$ to be stationary at each radius. The mean-field rate, in events per unit time on the whole island, is then

$$\boxed{\;\Omega=\pi\gamma_iD\left(\frac{F}{4D}\right)^{i+1}\frac{(R^2+2Rs)^{i+2}-(2Rs)^{i+2}}{i+2}\;}$$

The coefficient $\gamma_i$ does not depend on position; for $i>1$ it depends on temperature, through the binding of the clusters. The fraction therefore carries the whole dependence on $R$ and $s$ when $F$, $D$, $i$ and the temperature are fixed.

## First derivation: flux balance and cluster equilibrium

**Density.** In the stationary state, all atoms landing inside a circle of radius $r$ must cross it outward. The outward current density is $-D\,n'(r)$, so

$$-2\pi rD\,n'(r)=\pi r^2F,\qquad n'(r)=-\frac{Fr}{2D}.$$

At the edge this current equals the loss over the edge:

$$\frac{FR}{2}=k\,n(R)=\frac{D}{s}\,n(R),\qquad n(R)=\frac{FRs}{2D}.$$

Integrating the slope from $r$ to $R$ gives $n(r)-n(R)=F(R^2-r^2)/(4D)$. Since $FRs/(2D)=(F/4D)\,2Rs$,

$$n(r)=\frac{F}{4D}\left(R^2+2Rs-r^2\right).$$

The edge barrier raises the density by the same amount everywhere and leaves its curvature unchanged.

**Local nucleation rate.** Let clusters of up to $i$ atoms be in equilibrium with the adatoms around them, at chemical potential $\mu$. In a dilute lattice gas with area $A_s$ per site, the occupation is $nA_s\simeq z=e^{\mu/k_BT}$, with energies measured from that of a single adatom. A cluster of $i$ atoms with binding energy $E_i$ and $w_i$ possible shapes per site has density

$$N_i=\frac{w_i}{A_s}e^{E_i/k_BT}z^i\propto n^i .$$

Nucleation is the capture of one more adatom, at a rate proportional to $DnN_i$. The areal rate is therefore $\gamma_iDn^{i+1}$.

**Integration.** Put $u=r^2$, so that $2\pi r\,dr=\pi\,du$:

$$\Omega=\int_0^R2\pi r\,\gamma_iDn^{i+1}dr
=\pi\gamma_iD\left(\frac{F}{4D}\right)^{i+1}\int_0^{R^2}(R^2+2Rs-u)^{i+1}du.$$

With $v=R^2+2Rs-u$, $dv=-du$ and $v$ runs from $R^2+2Rs$ down to $2Rs$. Reversing the limits removes the minus sign:

$$\int_{2Rs}^{R^2+2Rs}v^{i+1}dv=\frac{(R^2+2Rs)^{i+2}-(2Rs)^{i+2}}{i+2}.$$

This is the stated result.

## Second derivation: the lifetime of one adatom

**Density as a lifetime.** Let $p(x,t|x')$ be the probability density that an adatom landing at $x'$ is at $x$ after a time $t$, still on the island. Adding all past arrivals,

$$n(x)=F\int_0^\infty dt\int d^2x'\,p(x,t|x').$$

Hops between two top sites are equally fast in both directions, and escape merely removes walkers. The matrix of rates is therefore symmetric, and so is its exponential, which gives $p(x,t|x')=p(x',t|x)$. After this exchange, the integral over $x'$ is the probability that an adatom started at $x$ survives to time $t$. Its time integral is the mean lifetime $T(x)$, so

$$n(x)=F\,T(x).$$

**The lifetime in two parts.** Before the adatom first reaches the edge, its mean squared distance from the centre grows at the rate $4D$. If the mean time to first reach the edge is $t_1$, then

$$R^2=r^2+4Dt_1,\qquad t_1=\frac{R^2-r^2}{4D}.$$

From the edge it needs a further mean time $T_e$ to leave, including any returns to the interior. By symmetry $T_e$ is the same at every edge point, and by $n=FT$ the edge density is $FT_e$. Total arrival equals total loss:

$$\pi R^2F=2\pi Rk\,FT_e,\qquad T_e=\frac{R}{2k}=\frac{Rs}{2D}.$$

A random walk has no memory, so the two times add:

$$T(r)=\frac{R^2-r^2+2Rs}{4D}.$$

**Local rate from a kinetic chain.** Let clusters of $j$ atoms, with density $N_j$ and $N_1=n$, capture adatoms at the rate $a_jDnN_j$. Let clusters of $j+1$ atoms lose one at the rate $b_{j+1}N_{j+1}$. If both processes are fast compared with nucleation, they balance:

$$N_{j+1}=\frac{a_jD}{b_{j+1}}\,n\,N_j
\quad\Rightarrow\quad
N_i=n^i\prod_{j=1}^{i-1}\frac{a_jD}{b_{j+1}}.$$

The last capture has the rate $a_iDnN_i=\gamma_iDn^{i+1}$, where $\gamma_i$ is $a_i$ times the product. For $i=1$ the product is empty and no balance is needed.

**Average without a radial integral.** Equal areas of the disk correspond to equal intervals of $r^2$, and $n$ is linear in $r^2$. A point chosen uniformly on the island therefore has a density distributed uniformly between $n_e=n(R)$ and $n_c=n(0)$. Hence

$$\Omega=\pi R^2\gamma_iD\,\frac{1}{n_c-n_e}\int_{n_e}^{n_c}n^{i+1}dn
=\pi R^2\gamma_iD\,\frac{n_c^{i+2}-n_e^{i+2}}{(i+2)(n_c-n_e)}.$$

Insert $n_c=(F/4D)(R^2+2Rs)$, $n_e=(F/4D)\,2Rs$ and $n_c-n_e=(F/4D)R^2$. The factor $R^2$ cancels, one power of $F/4D$ cancels, and the boxed formula returns.

## Weak and strong edge barriers

For small $s$, expanding the first power gives

$$\frac{(R^2+2Rs)^{i+2}-(2Rs)^{i+2}}{i+2}\simeq\frac{R^{2i+4}}{i+2}\left[1+\frac{2(i+2)s}{R}\right].$$

The weak-barrier law $\Omega\propto R^{2i+4}$ thus needs $2(i+2)s\ll R$, which is stricter than $s\ll R$. For large $s$, expansion in $R^2/(2Rs)$ gives

$$\frac{(R^2+2Rs)^{i+2}-(2Rs)^{i+2}}{i+2}\simeq2^{i+1}s^{i+1}R^{i+3}\left[1+\frac{(i+1)R}{4s}\right].$$

The density is then nearly uniform and proportional to $Rs$. Its power $i+1$, times the area, gives $R^{i+3}$.

## A worked example

Consider $i=1$ on a triangular lattice with spacing $l=0.28$ nm and $A_s=\sqrt3\,l^2/2=0.0679\ \mathrm{nm^2}$. The temperature is 250 K, so $k_BT=0.02154$ eV. With an attempt rate of $10^{13}\ \mathrm{s^{-1}}$ and a diffusion barrier of 0.30 eV, the total hop rate is $\Gamma=8.96\times10^6\ \mathrm{s^{-1}}$. The mean squared displacement in time $t$ is $\Gamma l^2t=4Dt$, so

$$D=\frac{\Gamma l^2}{4}=1.756\times10^5\ \mathrm{nm^2/s}=1.76\times10^{-9}\ \mathrm{cm^2/s}.$$

**The length $s$.** Let a hop over the edge cost an extra $\Delta E=0.06$ eV, with the same attempt rate. A hop vector $\mathbf v$ crosses a unit length of edge with outward normal $\hat{\mathbf n}$ from $\mathbf v\cdot\hat{\mathbf n}/A_s$ sites, if this is positive. Each site holds $nA_s$ adatoms, and each of its six directions has the rate $\Gamma e^{-\Delta E/k_BT}/6$. Around a round island, the positive part of $\mathbf v\cdot\hat{\mathbf n}$ averages to $l/\pi$ per direction. The six directions together give $k=\Gamma e^{-\Delta E/k_BT}\,l/\pi$, and

$$s=\frac Dk=\frac{\pi l}{4}e^{\Delta E/k_BT}=\frac{\pi\times0.28}{4\times0.0617}\ \mathrm{nm}=3.56\ \mathrm{nm}.$$

**The coefficient $\gamma_1$.** Count a meeting whenever an adatom hops onto an occupied site; this stands in for the formation of a bond. There are $n$ adatoms per area, each hopping at the rate $\Gamma$, and the target is occupied with probability $nA_s$. The areal rate is $\Gamma A_sn^2$, so $\gamma_1=\Gamma A_s/D=2\sqrt3=3.464$.

**The rate.** The flux of 0.01 ML/s is $F=0.1473\ \mathrm{nm^{-2}s^{-1}}$, hence $F/4D=2.097\times10^{-7}\ \mathrm{nm^{-4}}$. For $R=4$ nm, $R^2+2Rs=44.50\ \mathrm{nm^2}$ and $2Rs=28.50\ \mathrm{nm^2}$. The density falls from $9.33\times10^{-6}$ to $5.98\times10^{-6}\ \mathrm{nm^{-2}}$ between centre and edge. Then

$$\Omega=\pi(3.464)(1.756\times10^5)(2.097\times10^{-7})^2\,\frac{8.814\times10^4-2.316\times10^4}{3}\ \mathrm{s^{-1}}=1.82\times10^{-3}\ \mathrm{s^{-1}}.$$

With $s=0$ and all else fixed, the rate would be $1.15\times10^{-4}\ \mathrm{s^{-1}}$, about 16 times lower. This limit means instant descent at the edge. Removing only the extra barrier, $\Delta E=0$, leaves $s=\pi l/4=0.22$ nm by this estimate and lowers the rate by a factor of about 12. The estimate takes the density on the outermost sites as the density at $r=R$, so it fixes $s$ only to a fraction of a lattice spacing: on the lattice island used below, with $R$ taken from its area, the mean number of adatoms corresponds to an $s$ smaller by about 0.1 nm. This matters little at 3.56 nm but halves $s$ at $\Delta E=0$, where the lattice factor is about 13. Doubling the radius from 2 to 4 nm at fixed $s$ multiplies the rate by 20.4. The local exponent of $R$ at 4 nm is 4.46, between the limits 6 and 4 and already nearer the strong-barrier value, although $s$ is slightly smaller than $R$.

## What each derivation assumes

The first derivation treats the adatoms as a continuous density obeying a local current law. It does not need independent adatoms: any system with this mean current and edge loss has the same profile. Its cluster law needs a local thermal equilibrium, but no knowledge of how clusters form.

The second follows single adatoms. It needs them to move independently, and it uses the equality of forward and backward hop rates. In return it gives the density a direct meaning, as flux times remaining lifetime. Its cluster law needs a chain of balanced captures and losses, and shows when this fails: when a subcritical cluster grows faster than it breaks up.

Both share the step from the mean density to the power $n^{i+1}$. For $i=1$ the individual picture shows what this step counts. Let $c_x$ be the mean occupation of site $x$, $f$ the arrival rate per site, and $L$ the matrix that gives the net loss by hops and escape, so that $Lc=f$. For non-interacting walkers, the pair occupation $P_{xy}$ obeys

$$(L_x+L_y)P_{xy}=f\,c_y+f\,c_x,$$

because a pair is created when an atom arrives while another is present. The product $P_{xy}=c_xc_y$ solves this. The mean-field rate is thus the rate of *all* meetings of adatoms that pass through each other unchanged. A real pair nucleates at its first meeting, and the later ones should not be counted.

To leading order in the mean number of adatoms, the rate of first meetings is

$$\Omega_{\rm first}=\sum_{x,y}f\,c_x\,q_{xy},$$

where $q_{xy}$ is the probability that walkers at $x$ and $y$ meet before either leaves. It obeys $(L_x+L_y)q_{xy}=0$ for $x\neq y$, with $q_{xx}=1$ (the terms $x=y$ count atoms that land directly on another, which the count of hops leaves out; at $R=4$ nm they are under 1% of the sum). Solved on a lattice island of 745 sites, cut out with $R=4$ nm, this gives $5.89\times10^{-4}\ \mathrm{s^{-1}}$, against $1.73\times10^{-3}\ \mathrm{s^{-1}}$ for all meetings on the same lattice. For meetings on the same site, mean field is too high by a factor of 2.9. The factor depends on what counts as a meeting: if a pair already binds on neighbouring sites, the rate of first contacts on this island is $8.9\times10^{-4}\ \mathrm{s^{-1}}$, about 1.5 times the rate of first same-site meetings. As a test of the two same-site rates, 20,000 simulated pairs on an island of radius 1 nm gave a meeting chance of 0.4997 and 1.543 meetings per pair; the equations give 0.5001 and 1.544.

The overcount hardly changes with radius here: it is 2.98 at 2 nm and 2.93 at 4 nm. The average exponents of $R$ over this range are 4.50 for all meetings and 4.52 for first ones. In this example the mean-field formula errs in its prefactor far more than in its dependence on size.

That agreement does not extend to very strong barriers. As $s\to\infty$ at fixed $R$, two adatoms on the island almost surely meet before either leaves. If the mean number present is still small, $\Omega_{\rm first}$ is the arrival rate times that number:

$$\Omega_{\rm first}\simeq(\pi R^2F)\left(\pi R^2\,\frac{FRs}{2D}\right)=\frac{\pi^2F^2R^5s}{2D}.$$

The mean-field limit is $\gamma_1D\,n^2\pi R^2=\pi\gamma_1F^2R^4s^2/(4D)$. Their ratio, mean field to first meetings, is $\gamma_1s/(2\pi R)$. It grows with $s$ and depends on $R$, so no constant prefactor can repair the formula there.

## The example beside real growth

The parameters describe homoepitaxy on the close-packed (111) face of an fcc metal, in rough terms and for no particular metal. A flux of 0.01 ML/s is ordinary in laboratory deposition. Diffusion barriers differ between metals, and edge barriers also differ between edge types. Real islands often have straight sides and kinks, where descent can be easier than the uniform barrier assumes. In the continuum formula, easier descent lowers the mean-field rate by at most the factor of 16 that separates it from the limit $s=0$; on the lattice island, where instant descent empties the outermost sites, the corresponding factor is about 19. Counting only first meetings on the same site lowers it by a further factor, which is about 3 for the uniform barrier used here and about 2.3 for $\Delta E=0$.

The assumptions of a dilute gas and a stationary density hold well for these numbers, and $i=1$ is reasonable if pairs do not move. The mean number of adatoms on the island is $3.8\times10^{-4}$. An adatom stays for $5.2\times10^{-5}$ s on average, while a monolayer takes 100 s to deposit, so the density follows the island's growth. With a dimer binding energy of 0.40 eV, a pair breaks up at roughly $0.08\ \mathrm{s^{-1}}$, while atoms land on the island at $7.4\ \mathrm{s^{-1}}$. Even if a pair captures one arrival in five, it grows about 20 times faster than it decays, which supports $i=1$. At higher temperature or with weaker binding this margin shrinks, and a larger critical size may be needed. The estimate also takes the pair as immobile. With the same attempt rate, a pair that diffuses as a whole over a barrier below about 0.5 eV would typically reach the edge before that capture, and could then be lost from the island. The numerical output lists the remaining values.

## Computed results

```
temperature 250 K, kT = 0.02154 eV
lattice spacing 0.28 nm, site area 0.06790 nm^2
attempt rate 1e+13 1/s
diffusion barrier 0.30 eV
extra edge barrier 0.06 eV
dimer binding 0.40 eV
flux 0.01 ML/s = 0.1473 nm^-2 s^-1
hop rate 8.959e+06 1/s, diffusivity D = 1.756e+05 nm^2/s
D = 1.756e-09 cm^2/s
edge factor exp(-dE/kT) = 0.06172
Ehrlich-Schwoebel length s = 3.563 nm
encounter constant g1 = 3.4641 (no unit)
island radius R = 4.0 nm
density at centre 9.332e-06 nm^-2
density at edge 5.977e-06 nm^-2
R^2+2Rs = 44.503 nm^2, 2Rs = 28.503 nm^2
(R^2+2Rs)^3 = 8.8137e+04 nm^6
(2Rs)^3 = 2.3155e+04 nm^6
mean-field rate, i=1: 1.820e-03 1/s
same with s=0: 1.147e-04 1/s
mean-field rate at R=2 nm: 8.921e-05 1/s
mean-field rate at R=3 nm: 5.115e-04 1/s
mean-field rate at R=6 nm: 1.149e-02 1/s
i=1: rate(4 nm)/rate(2 nm) = 20.40
i=2: rate(4 nm)/rate(2 nm) = 46.80
i=3: rate(4 nm)/rate(2 nm) = 108.35
i=1 exponent of R: s=0 6.000, here 4.463, s=10^4 R 4.000
i=2 exponent of R: s=0 8.000, here 5.729, s=10^4 R 5.000
i=3 exponent of R: s=0 10.000, here 7.015, s=10^4 R 6.000
largest relative error: profile 3.5e-08, rate 4.2e-07
cluster law powers: dimers 2.0000, trimers 3.0000
walks, R=1 nm: meeting chance 0.4997, linear solve 0.5001
walks, R=1 nm: mean meetings 1.5433, product law 1.5442
lattice island: 745 sites, 198 outward bonds
continuum count of outward bonds 198.6
lattice/continuum: adatom number 0.9805, meetings 0.9348
R=2 nm: all meetings 7.705e-05, first 2.582e-05 1/s, ratio 2.984
R=3 nm: all meetings 4.752e-04, first 1.619e-04 1/s, ratio 2.936
R=4 nm: all meetings 1.725e-03, first 5.888e-04 1/s, ratio 2.931
exponent of R, 2 to 4 nm: all meetings 4.498, first 4.524
mean number of adatoms on island 3.847e-04
arrival rate on island 7.403 1/s
mean residence time 5.197e-05 s
time to deposit one monolayer 100 s
dimer break-up rate (rough) 7.738e-02 1/s
break-up rate / arrival rate 1.045e-02
```
